# Two Interacting Polarizable Atoms and the Axial Polarization Catastrophe: a program that tests the result

```python
# Result under test: two identical isotropic polarizable points, polarizability
# volume alpha, separation r, have the static pair polarizabilities
#   along the axis  2 alpha / (1 - 2 alpha/r^3),
#   across the axis 2 alpha / (1 + alpha/r^3),   valid for r^3 > 2 alpha,
# and the axial one diverges at r^3 = 2 alpha.
# Lengths are in angstrom, polarizability volumes in angstrom^3, Gaussian fields.
# Independent model: each atom is a fixed charge -1 and a mobile charge +1 held
# by a spring of constant 1/alpha; different atoms interact by Coulomb forces.
import numpy as np
import sympy as sp
from scipy.constants import epsilon_0, pi
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import erf, spherical_jn

alpha = 4.0
axis_x = np.array([1.0, 0.0, 0.0])
axis_y = np.array([0.0, 1.0, 0.0])


def axial_formula(r):
    return 2 * alpha / (1 - 2 * alpha / r**3)


def transverse_formula(r):
    return 2 * alpha / (1 + alpha / r**3)


# Dipole field tensor obtained by differentiating the Coulomb potential.
coords = sp.symbols("x y z", real=True)
potential = 1 / sp.sqrt(sum(c**2 for c in coords))
field_tensor = sp.lambdify(coords, sp.hessian(potential, coords), "numpy")


def response_matrix(separation_vector):
    tensor = np.array(field_tensor(*separation_vector), dtype=float)
    return np.block([[np.eye(3), -alpha * tensor],
                     [-alpha * tensor, np.eye(3)]])


def pair_tensor(separation_vector):
    drive = alpha * np.vstack([np.eye(3), np.eye(3)])
    dipoles = np.linalg.solve(response_matrix(separation_vector), drive)
    return dipoles[:3] + dipoles[3:]


# Explicit charges: force on one mobile unit charge from the other whole atom.
def coulomb_force(own_shift, other_shift, from_other_to_own):
    to_core = from_other_to_own + own_shift
    to_mobile = to_core - other_shift
    return (to_mobile / np.linalg.norm(to_mobile)**3
            - to_core / np.linalg.norm(to_core)**3)


def charge_model(r, direction, rounds):
    strength = 1e-5
    field = strength * direction
    gap = r * axis_x
    first, second = np.zeros(3), np.zeros(3)
    for _ in range(rounds):
        force_first = coulomb_force(first, second, -gap)
        force_second = coulomb_force(second, first, gap)
        first = alpha * (field + force_first)
        second = alpha * (field + force_second)
    return (first + second) @ direction / strength


separations = [10.0, 4.0, 3.0, 2.5, 2.1]
for r in separations:
    assert np.isclose(charge_model(r, axis_x, 400), axial_formula(r), rtol=1e-5)
    assert np.isclose(charge_model(r, axis_y, 400), transverse_formula(r),
                      rtol=1e-5)

# Full tensor for a pair axis in a general direction.
normal = np.array([1.0, 2.0, -2.0]) / 3
expected = (transverse_formula(3.0) * np.eye(3)
            + (axial_formula(3.0) - transverse_formula(3.0))
            * np.outer(normal, normal))
assert np.allclose(pair_tensor(3.0 * normal), expected, rtol=1e-11, atol=1e-11)


# Stability: eigenvalues of alpha times the energy Hessian.
def stiffness(r):
    return np.linalg.eigvalsh(response_matrix(r * normal))


x = alpha / 2.5**3
mode_values = np.sort([1 - 2*x, 1 + 2*x, 1 + x, 1 + x, 1 - x, 1 - x])
assert np.allclose(stiffness(2.5), mode_values, atol=1e-12)
critical_r = brentq(lambda r: stiffness(r)[0], 1.7, 4.0, xtol=1e-13)
opposed_r = brentq(lambda r: stiffness(r)[1], 1.3, 1.9, xtol=1e-13)
assert np.isclose(critical_r**3, 2 * alpha, rtol=1e-10)
assert np.isclose(opposed_r**3, alpha, rtol=1e-10)
assert stiffness(1.9)[0] < 0 < stiffness(2.1)[0]

# Limits near the divergence and far apart, from the linear solve.
close_r = critical_r * (1 + 1e-4)
near_value = pair_tensor(close_r * axis_x)[0, 0]
near_law = 2 * alpha * critical_r / (3 * (close_r - critical_r))
assert np.isclose(near_value, near_law, rtol=1e-3)
far_r = 20.0
far_excess = np.trace(pair_tensor(far_r * axis_x)) / (6 * alpha) - 1
assert np.isclose(far_excess, 2 * alpha**2 / far_r**6, rtol=2e-3)


# Motion of the explicit charges, time in units of 1/omega0.
def motion(r, end_time, stop_at_zero):
    gap = r * axis_x

    def rates(_, state):
        first, second = state[:3], state[3:6]
        push_first = -first + alpha * coulomb_force(first, second, -gap)
        push_second = -second + alpha * coulomb_force(second, first, gap)
        return np.concatenate([state[6:], push_first, push_second])

    def total_shift(_, state):
        return state[0] + state[3]

    total_shift.terminal = stop_at_zero
    start = np.zeros(12)
    start[0] = start[3] = 1e-5
    return solve_ivp(rates, (0, end_time), start, rtol=1e-9, atol=1e-14,
                     events=total_shift)


frequencies = {}
for r in (4.0, 2.5, 2.1):
    quarter_period = motion(r, 20.0, True).t_events[0][0]
    frequencies[r] = pi / (2 * quarter_period)
    assert np.isclose(frequencies[r], np.sqrt(1 - 2*alpha/r**3), rtol=1e-4)
inside_r = 1.9
run = motion(inside_r, 5.0, False)
growth_factor = (run.y[0, -1] + run.y[3, -1]) / 2e-5
growth_rate = np.arccosh(growth_factor) / 5.0
assert np.isclose(growth_rate, np.sqrt(2*alpha/inside_r**3 - 1), rtol=1e-3)


# Gaussian clouds, density proportional to exp(-s^2/width^2).
def smeared_coupling(r, width):
    u = r / (np.sqrt(2) * width)
    bracket = erf(u) - 2*u/np.sqrt(pi) * (1 + u**2) * np.exp(-u**2)
    return 2 * bracket / r**3


def fourier_coupling(r, width):
    def integrand(k):
        z = k * r
        curvature = spherical_jn(0, z) - 2 * spherical_jn(1, z) / z
        return 2/pi * k**2 * curvature * np.exp(-(k*width)**2 / 2)
    # Potential curvature is minus this integral.
    return -quad(integrand, 1e-9, 12/width, limit=300)[0]


for r in (1.0, 2.0, 4.0):
    assert np.isclose(smeared_coupling(r, 1.0), fourier_coupling(r, 1.0),
                      rtol=1e-7, atol=1e-10)


def strongest_feedback(width):
    best = minimize_scalar(lambda r: -alpha * smeared_coupling(r, width),
                           bounds=(0.5*width, 6*width), method="bounded",
                           options={"xatol": 1e-9})
    return best.x, -best.fun


cloud_width = 1.0
peak_r, peak_feedback = strongest_feedback(cloud_width)
scan = alpha * smeared_coupling(np.linspace(0.05, 20, 4000), cloud_width)
assert np.max(scan) <= peak_feedback + 1e-9
assert peak_feedback < 1
critical_width = brentq(lambda w: strongest_feedback(w)[1] - 1, 0.3, 1.5)
assert np.isclose(critical_width, cloud_width * peak_feedback**(1/3), rtol=1e-6)

# Worked example.
to_si = 4 * pi * epsilon_0 * 1e-30
print(f"atomic polarizability volume alpha = {alpha:.3f} angstrom^3")
print(f"two isolated atoms, 2 alpha = {2*alpha:.3f} angstrom^3")
print(f"critical separation r_c = {critical_r:.4f} angstrom")
print(f"opposed transverse mode limit = {opposed_r:.4f} angstrom")
for r in separations:
    par, perp = axial_formula(r), transverse_formula(r)
    print(f"r = {r:.1f} angstrom: alpha/r^3 = {alpha/r**3:.5f}, "
          f"axial local field/E = {par/(2*alpha):.4f}")
    print(f"  axial {par:.4f}, transverse {perp:.4f}, "
          f"mean {(par + 2*perp)/3:.4f} angstrom^3")
print(f"SI atomic polarizability = {alpha*to_si:.4e} C m^2/V")
print(f"SI axial at 4 angstrom = {axial_formula(4.0)*to_si:.4e} C m^2/V")
print(f"SI transverse at 4 angstrom = "
      f"{transverse_formula(4.0)*to_si:.4e} C m^2/V")
for r in (4.0, inside_r):
    print(f"axial series ratio at r = {r:.1f} angstrom: {2*alpha/r**3:.4f}")
    values = [charge_model(r, axis_x, n) for n in range(1, 6)]
    print("  pair response after rounds 1 to 5 (angstrom^3): "
          + ", ".join(f"{v:.4f}" for v in values))
print(f"algebraic axial formula at r = {inside_r:.1f} angstrom (no static "
      f"response): {axial_formula(inside_r):.3f} angstrom^3")
for r, frequency in frequencies.items():
    print(f"parallel axial mode at r = {r:.1f} angstrom: "
          f"omega/omega0 = {frequency:.4f}")
print(f"growth rate/omega0 at r = {inside_r:.1f} angstrom = {growth_rate:.4f}")
print(f"amplitude growth there after time 5/omega0 = {growth_factor:.3f}")
print(f"near-divergence check at r/r_c - 1 = {close_r/critical_r - 1:.1e}: "
      f"solve/law = {near_value/near_law:.5f}")
print(f"relative mean excess at r = {far_r:.0f} angstrom = {far_excess:.4e}")
print(f"Gaussian cloud width a = {cloud_width:.2f} angstrom")
print(f"  strongest axial feedback alpha*coupling = {peak_feedback:.4f}")
print(f"  separation of strongest feedback = {peak_r:.4f} angstrom")
print(f"  largest axial pair response = "
      f"{2*alpha/(1 - peak_feedback):.4f} angstrom^3")
print(f"critical cloud width = {critical_width:.4f} angstrom")
print("done: every assertion held")
```

Running it gives:

```
atomic polarizability volume alpha = 4.000 angstrom^3
two isolated atoms, 2 alpha = 8.000 angstrom^3
critical separation r_c = 2.0000 angstrom
opposed transverse mode limit = 1.5874 angstrom
r = 10.0 angstrom: alpha/r^3 = 0.00400, axial local field/E = 1.0081
  axial 8.0645, transverse 7.9681, mean 8.0003 angstrom^3
r = 4.0 angstrom: alpha/r^3 = 0.06250, axial local field/E = 1.1429
  axial 9.1429, transverse 7.5294, mean 8.0672 angstrom^3
r = 3.0 angstrom: alpha/r^3 = 0.14815, axial local field/E = 1.4211
  axial 11.3684, transverse 6.9677, mean 8.4346 angstrom^3
r = 2.5 angstrom: alpha/r^3 = 0.25600, axial local field/E = 2.0492
  axial 16.3934, transverse 6.3694, mean 9.7108 angstrom^3
r = 2.1 angstrom: alpha/r^3 = 0.43192, axial local field/E = 7.3442
  axial 58.7534, transverse 5.5869, mean 23.3091 angstrom^3
SI atomic polarizability = 4.4506e-40 C m^2/V
SI axial at 4 angstrom = 1.0173e-39 C m^2/V
SI transverse at 4 angstrom = 8.3776e-40 C m^2/V
axial series ratio at r = 4.0 angstrom: 0.1250
  pair response after rounds 1 to 5 (angstrom^3): 8.0000, 9.0000, 9.1250, 9.1406, 9.1426
axial series ratio at r = 1.9 angstrom: 1.1664
  pair response after rounds 1 to 5 (angstrom^3): 8.0000, 17.3308, 28.2138, 40.9072, 55.7121
algebraic axial formula at r = 1.9 angstrom (no static response): -48.091 angstrom^3
parallel axial mode at r = 4.0 angstrom: omega/omega0 = 0.9354
parallel axial mode at r = 2.5 angstrom: omega/omega0 = 0.6986
parallel axial mode at r = 2.1 angstrom: omega/omega0 = 0.3690
growth rate/omega0 at r = 1.9 angstrom = 0.4079
amplitude growth there after time 5/omega0 = 3.908
near-divergence check at r/r_c - 1 = 1.0e-04: solve/law = 1.00020
relative mean excess at r = 20 angstrom = 5.0025e-07
Gaussian cloud width a = 1.00 angstrom
  strongest axial feedback alpha*coupling = 0.3312
  separation of strongest feedback = 2.2820 angstrom
  largest axial pair response = 11.9618 angstrom^3
critical cloud width = 0.6919 angstrom
done: every assertion held
```
